**Numerical test of the membrane-blister energy release rate**

The program tests \(G=(5/4)\,pV/(\pi a^2)\), where \(G\) is the potential energy released per newly debonded area, \(p\) the excess pressure, \(V\) the blister volume and \(a\) its radius. It solves the membrane equation by shooting and asserts that the force computed from the edge fields agrees with the formula for four Poisson ratios. A separate Ritz solution of the energy functional gives \(G\) by differences in radius, and the program asserts agreement at fixed pressure and at fixed volume. It also asserts \(U=pV/4\) for the elastic energy \(U\), the scaling exponents of \(V\), and the growth exponents 4/3 and −12 of \(G\). Further assertions cover the coefficient 1 under strong pretension, the unchanged 5/4 under frictionless sliding, and the return to 5/4 of a finite-rotation model at small load. For a graphene blister with rough typical parameters, the output gives \(G=0.219\) J/m². Of the neglected effects it sizes, frictionless sliding is the largest, raising \(G\) by 28% at the same pressure and radius.

## Check in Python

```python
"""Energy release rate of a pressurised circular membrane blister.

Result under test: G = (5/4) p V / (pi a^2), where G is the fall of the
potential energy (film + pressure source) per newly debonded area,
p the excess pressure, V the blister volume and a its radius.
The film has in-plane stiffness Y = E h and Poisson ratio nu, no bending
stiffness, no pretension, small slopes, and does not slide where bonded.

Units inside: micrometre, N/m, MPa (1 N/m per micrometre = 1 MPa).
Energies are then in pJ and energies per area in J/m^2.
"""
import numpy as np
from numpy.polynomial import Polynomial, Legendre
from scipy.integrate import solve_ivp
from scipy.optimize import root, brentq
from scipy.constants import e as charge

Y = 340.0          # N/m, rough value for monolayer graphene
NU = 0.16          # rough value for monolayer graphene
RADIUS = 2.5       # micrometre
PRESSURE = 1.0     # MPa
STEP = 1e-3        # relative radius step of the central differences

# Ritz basis in x = r/a: even functions for w, odd functions for u
nodes, weights = np.polynomial.legendre.leggauss(40)
X = (nodes + 1) / 2
WX = weights / 2
N_BASIS = 8
x_poly = Polynomial([0, 1])
clamp = Polynomial([1, 0, -1])
even = [Legendre.basis(k).convert(kind=Polynomial)(Polynomial([-1, 0, 2]))
        for k in range(N_BASIS)]
w_polys = [clamp * q for q in even]
u_polys = [x_poly * clamp * q for q in even]


def table(polys):
    values = np.array([q(X) for q in polys])
    slopes = np.array([q.deriv()(X) for q in polys])
    return values, slopes


W_TAB = table(w_polys)
U_CLAMPED = table(u_polys)
U_SLIDING = table(u_polys + [x_poly])   # last function moves the edge


def blister(a, p, pretension=0.0, sliding=False, finite_rotation=False):
    """Stationary point of U - pV; returns elastic energy U and volume V."""
    r = a * X
    line = 2 * np.pi * a * WX
    area = line * r
    stiff = Y / (1 - NU**2)
    phi, dphi = U_SLIDING if sliding else U_CLAMPED
    psi, dpsi = W_TAB
    nu_dof = len(phi)

    def fields(c):
        u, du = c[:nu_dof] @ phi, c[:nu_dof] @ dphi / a
        w, dw = c[nu_dof:] @ psi, c[nu_dof:] @ dpsi / a
        if finite_rotation:
            stretch = np.sqrt((1 + du)**2 + dw**2)
            er, er_u, er_w = stretch - 1, (1 + du) / stretch, dw / stretch
        else:
            er, er_u, er_w = du + dw**2 / 2, 1.0, dw
        return u, du, w, er, er_u, er_w, u / r

    def gradient(c):
        u, du, w, er, er_u, er_w, et = fields(c)
        nr = pretension + stiff * (er + NU * et)
        nt = pretension + stiff * (et + NU * er)
        gu = dphi @ (area * nr * er_u) / a + phi @ (area * nt / r)
        gw = dpsi @ (area * nr * er_w) / a
        if finite_rotation:
            gu = gu - p * (phi @ (line * w * (1 + du))
                           + dphi @ (line * w * (r + u)) / a)
            gw = gw - p * (psi @ (line * (r + u) * (1 + du)))
        else:
            gw = gw - p * (psi @ area)
        if sliding:   # infinite bonded sheet stretched by the moving edge
            edge = np.zeros(nu_dof)
            edge[-1] = 1.0
            gu = gu + edge * 2 * np.pi * Y * c[nu_dof - 1] * a**0 / (1 + NU)
        return np.concatenate([gu, gw])

    def jacobian(c):
        columns = []
        for j in range(len(c)):
            shifted = c.astype(complex)
            shifted[j] += 1e-30j
            columns.append(gradient(shifted).imag / 1e-30)
        return np.array(columns).T

    start = np.zeros(nu_dof + N_BASIS)
    start[nu_dof] = 0.7 * (p * a**4 / Y)**(1 / 3)
    c = root(gradient, start, jac=jacobian, tol=1e-11).x
    for _ in range(3):
        c = c - np.linalg.solve(jacobian(c), gradient(c))
    assert np.max(np.abs(gradient(c))) < 1e-8 * p * a**2

    u, du, w, er, _, _, et = fields(c)
    energy = np.sum(area * (pretension * (er + et) + stiff / 2
                            * (er**2 + et**2 + 2 * NU * er * et)))
    if sliding:
        energy += np.pi * Y * c[nu_dof - 1]**2 / (1 + NU)
    if finite_rotation:
        volume = np.sum(line * w * (r + u) * (1 + du))
    else:
        volume = np.sum(area * w)
    return energy, volume


def release_fixed_p(a, p, **model):
    """G from differences of U - pV; also stored fraction dU/(p dV)."""
    d = STEP * a
    u1, v1 = blister(a - d, p, **model)
    u2, v2 = blister(a + d, p, **model)
    g = -((u2 - p * v2) - (u1 - p * v1)) / (4 * np.pi * a * d)
    return g, (u2 - u1) / (p * (v2 - v1))


def release_fixed_v(a, volume):
    """G from differences of U alone, the pressure adjusting to keep V."""
    d = STEP * a
    energies = []
    for radius in (a - d, a + d):
        p = brentq(lambda q: blister(radius, q)[1] - volume,
                   0.2 * PRESSURE, 3 * PRESSURE)
        energies.append(blister(radius, p)[0])
    return -(energies[1] - energies[0]) / (4 * np.pi * a * d)


def coefficient(g, a, p, volume):
    return g * np.pi * a**2 / (p * volume)


def shooting(nu):
    """Scaled tension at centre and edge, scaled height and volume."""
    def rhs(x, y):
        n, dn = y[0], y[1]
        return [dn, -3 * dn / x - 1 / (8 * n**2),
                x / (2 * n), x**3 / (2 * n)]

    def end(n0):
        x0 = 1e-4
        y0 = [n0 - x0**2 / (64 * n0**2), -x0 / (32 * n0**2),
              x0**2 / (4 * n0), x0**4 / (8 * n0)]
        return solve_ivp(rhs, (x0, 1), y0, method="DOP853",
                         rtol=1e-11, atol=1e-13).y[:, -1]

    def edge_condition(n0):
        y = end(n0)
        return y[1] + (1 - nu) * y[0]

    n0 = brentq(edge_condition, 0.38, 0.70)
    y = end(n0)
    return n0, y[0], y[2], y[3]


# Local edge force against the global formula, for several Poisson ratios
load = (PRESSURE * RADIUS / Y)**(1 / 3)
tension_scale = (Y * PRESSURE**2 * RADIUS**2)**(1 / 3)
for nu in (0.0, NU, 0.3, 0.45):
    _, n1, _, cv = shooting(nu)
    tension = tension_scale * n1
    slope = PRESSURE * RADIUS / (2 * tension)
    strain = tension * (1 - nu**2) / Y
    g_local = tension * (slope**2 + strain) / 2
    vol = np.pi * RADIUS**3 * load * cv
    g_formula = 1.25 * PRESSURE * vol / (np.pi * RADIUS**2)
    assert abs(g_local / g_formula - 1) < 1e-6

# Example from the shooting solution
n_centre, n_edge, c_height, c_volume = shooting(NU)
height = RADIUS * load * c_height
V = np.pi * RADIUS**3 * load * c_volume
G = 1.25 * PRESSURE * V / (np.pi * RADIUS**2)
N_centre, N_edge = tension_scale * n_centre, tension_scale * n_edge
edge_slope = PRESSURE * RADIUS / (2 * N_edge)
edge_strain = N_edge * (1 - NU**2) / Y
centre_strain = N_centre * (1 - NU) / Y
G_edge = N_edge * (edge_slope**2 + edge_strain) / 2

# Ritz solution: volume, stored energy, release rate by both loadings
U_ritz, V_ritz = blister(RADIUS, PRESSURE)
assert abs(V_ritz / V - 1) < 1e-5
assert abs(U_ritz / (PRESSURE * V) - 0.25) < 1e-5
G_p, stored = release_fixed_p(RADIUS, PRESSURE)
G_v = release_fixed_v(RADIUS, V_ritz)
assert abs(G_p / G - 1) < 2e-5
assert abs(G_v / G - 1) < 1e-4      # difference error is about 2e-5
assert abs(stored - 0.25) < 1e-4

# Scaling exponents and growth stability
exp_p = np.log(blister(RADIUS, 2 * PRESSURE)[1] / V_ritz) / np.log(2)
exp_a = np.log(blister(1.1 * RADIUS, PRESSURE)[1] / V_ritz) / np.log(1.1)
grow_p = np.log(release_fixed_p(1.1 * RADIUS, PRESSURE)[0] / G_p) / np.log(1.1)
grow_v = np.log(release_fixed_v(1.1 * RADIUS, V_ritz) / G_v) / np.log(1.1)
assert abs(exp_p - 1 / 3) < 1e-4 and abs(exp_a - 10 / 3) < 1e-4
assert abs(grow_p - 4 / 3) < 1e-3 and abs(grow_v + 12) < 1e-2

# Limit of strong pretension: another coefficient must appear
p_weak, n_strong = 1e-3, 10.0
g_tense, _ = release_fixed_p(RADIUS, p_weak, pretension=n_strong)
v_tense = blister(RADIUS, p_weak, pretension=n_strong)[1]
coef_tense = coefficient(g_tense, RADIUS, p_weak, v_tense)
assert abs(v_tense / (np.pi * p_weak * RADIUS**4 / (8 * n_strong)) - 1) < 1e-4
assert abs(coef_tense - 1) < 1e-4

# Frictionless sliding of the bonded film: same coefficient, other volume
g_slide, _ = release_fixed_p(RADIUS, PRESSURE, sliding=True)
v_slide = blister(RADIUS, PRESSURE, sliding=True)[1]
coef_slide = coefficient(g_slide, RADIUS, PRESSURE, v_slide)
assert abs(coef_slide - 1.25) < 1e-4

# Finite rotation: must return to 5/4 at small load
g_small, _ = release_fixed_p(RADIUS, 1e-4, finite_rotation=True)
v_small = blister(RADIUS, 1e-4, finite_rotation=True)[1]
assert abs(coefficient(g_small, RADIUS, 1e-4, v_small) - 1.25) < 1e-3
g_rot, _ = release_fixed_p(RADIUS, PRESSURE, finite_rotation=True)
v_rot = blister(RADIUS, PRESSURE, finite_rotation=True)[1]
coef_rot = coefficient(g_rot, RADIUS, PRESSURE, v_rot)

# Rough pretension of a real transferred sheet
N_REAL = 0.1       # N/m, rough
g_pre, _ = release_fixed_p(RADIUS, PRESSURE, pretension=N_REAL)
v_pre = blister(RADIUS, PRESSURE, pretension=N_REAL)[1]
coef_pre = coefficient(g_pre, RADIUS, PRESSURE, v_pre)

# Order-of-magnitude estimates from rough material values
BENDING_EV = 1.5   # eV, bending rigidity of the sheet
SOFTENING = 2.0    # tension = Y*strain*(1 - SOFTENING*strain)
E_SUBSTRATE = 70.0  # GPa, silica
RANGE_NM = 1.0     # nm, reach of the adhesive forces
bend_nm = np.sqrt(BENDING_EV * charge / N_edge) * 1e9
g_substrate = PRESSURE**2 * RADIUS / (E_SUBSTRATE * 1e3)
zone_nm = RANGE_NM / edge_slope

print(f"Input: stiffness Y = {Y:.0f} N/m, Poisson ratio = {NU:.2f}")
print(f"Input: radius = {RADIUS:.1f} um, pressure = {PRESSURE:.1f} MPa")
print(f"Load parameter (pa/Y)^(1/3) = {load:.5f}")
print(f"Tension scale (Y p^2 a^2)^(1/3) = {tension_scale:.3f} N/m")
print(f"Scaled tension n: centre {n_centre:.5f}, edge {n_edge:.5f}")
print(f"Height constant w0/(a*load) = {c_height:.5f}")
print(f"Volume constant c = {c_volume:.5f}")
print(f"Central height = {height*1e3:.1f} nm")
print(f"Volume V = {V:.4f} um^3; Ritz {V_ritz:.4f} um^3")
print(f"Tension: centre {N_centre:.3f} N/m, edge {N_edge:.3f} N/m")
print(f"Edge slope = {edge_slope:.4f}")
print(f"Strain: centre {100*centre_strain:.3f} %, "
      f"radial at edge {100*edge_strain:.3f} %")
print(f"pV = {PRESSURE*V:.4f} pJ")
print(f"Elastic energy U (Ritz) = {U_ritz:.4f} pJ")
print(f"Potential U - pV (Ritz) = {U_ritz-PRESSURE*V_ritz:.4f} pJ")
print(f"U/(pV) = {U_ritz/(PRESSURE*V_ritz):.6f}")
print(f"Stored share of source work in growth = {stored:.5f}")
print(f"G from (5/4)pV/(pi a^2) = {G:.5f} J/m^2")
print(f"G in other unit = {G/charge*1e-18:.4f} eV/nm^2")
print(f"G from edge fields = {G_edge:.5f} J/m^2")
print(f"G by differences, fixed p = {G_p:.5f} J/m^2")
print(f"G by differences, fixed V = {G_v:.5f} J/m^2")
print(f"Exponents of V: in p {exp_p:.5f}, in a {exp_a:.5f}")
print(f"Exponent of G in a: fixed p {grow_p:.4f}, fixed V {grow_v:.3f}")
print(f"Coefficient, strong pretension = {coef_tense:.5f}")
print("Neglected effects at the example's load:")
print(f"Finite rotation: coefficient {coef_rot:.4f}, "
      f"G {g_rot:.4f} J/m^2, V {v_rot:.4f} um^3")
print(f"  change of G = {100*(g_rot/G-1):.2f} %")
print(f"Free sliding: coefficient {coef_slide:.4f}, "
      f"G {g_slide:.4f} J/m^2, V {v_slide:.4f} um^3")
print(f"  change of G = {100*(g_slide/G-1):.2f} %")
print(f"Pretension {N_REAL:.1f} N/m (rough): coefficient {coef_pre:.4f}, "
      f"G {g_pre:.4f} J/m^2")
print(f"  change of G = {100*(g_pre/G-1):.2f} %")
print(f"Softening factor {SOFTENING:.0f} (rough): stiffness loss at centre "
      f"{100*SOFTENING*centre_strain:.2f} %")
print(f"Bending rigidity {BENDING_EV:.1f} eV (rough): edge layer "
      f"{bend_nm:.2f} nm, over a {bend_nm/(RADIUS*1e3):.1e}")
print(f"Substrate {E_SUBSTRATE:.0f} GPa (rough): p^2 a/E = "
      f"{g_substrate:.1e} J/m^2")
print(f"Adhesion range {RANGE_NM:.0f} nm (rough): edge zone "
      f"{zone_nm:.1f} nm, over a {zone_nm/(RADIUS*1e3):.1e}")
print("verified")
```

Running it gives:

```
Input: stiffness Y = 340 N/m, Poisson ratio = 0.16
Input: radius = 2.5 um, pressure = 1.0 MPa
Load parameter (pa/Y)^(1/3) = 0.19446
Tension scale (Y p^2 a^2)^(1/3) = 12.856 N/m
Scaled tension n: centre 0.41709, edge 0.31011
Height constant w0/(a*load) = 0.68629
Volume constant c = 0.35995
Central height = 333.6 nm
Volume V = 3.4358 um^3; Ritz 3.4358 um^3
Tension: centre 5.362 N/m, edge 3.987 N/m
Edge slope = 0.3135
Strain: centre 1.325 %, radial at edge 1.143 %
pV = 3.4358 pJ
Elastic energy U (Ritz) = 0.8589 pJ
Potential U - pV (Ritz) = -2.5768 pJ
U/(pV) = 0.250000
Stored share of source work in growth = 0.25000
G from (5/4)pV/(pi a^2) = 0.21873 J/m^2
G in other unit = 1.3652 eV/nm^2
G from edge fields = 0.21873 J/m^2
G by differences, fixed p = 0.21873 J/m^2
G by differences, fixed V = 0.21873 J/m^2
Exponents of V: in p 0.33333, in a 3.33333
Exponent of G in a: fixed p 1.3333, fixed V -12.000
Coefficient, strong pretension = 1.00000
Neglected effects at the example's load:
Finite rotation: coefficient 1.2455, G 0.2219 J/m^2, V 3.4975 um^3
  change of G = 1.43 %
Free sliding: coefficient 1.2500, G 0.2804 J/m^2, V 4.4043 um^3
  change of G = 28.19 %
Pretension 0.1 N/m (rough): coefficient 1.2444, G 0.2161 J/m^2
  change of G = -1.19 %
Softening factor 2 (rough): stiffness loss at centre 2.65 %
Bending rigidity 1.5 eV (rough): edge layer 0.25 nm, over a 9.8e-05
Substrate 70 GPa (rough): p^2 a/E = 3.6e-05 J/m^2
Adhesion range 1 nm (rough): edge zone 3.2 nm, over a 1.3e-03
verified
```
